# Heat conductance of a harmonic chain with one tethered atom

## Problem

An infinite chain of equal masses $m$ is joined by nearest-neighbour springs $k$. Each mass moves along the chain, with displacement $u_n$. Mass 0 is also tied by a spring $k_0>0$ to a substrate that cannot move. The waves arriving from the left have temperature $T+dT$, those arriving from the right have temperature $T$, and the heat conductance $G$ is the heat current divided by $dT$.

Find the power law that $G(T)$ follows as $T\to0$, first without the tether and then with it. Evaluate $G$ at 0.3 K for $m=14$ u, $k=400$ N/m and $k_0=10$ N/m. These are rough values for an extended polyethylene chain, with each CH$_2$ group treated as one mass, touching a surface at one point.

## A tempting solution

At low temperature the heat is carried by long waves. A long wave does not resolve a single atom, and the tether is 40 times softer than the chain springs. The transmission probability $\mathcal T(\omega)$ therefore tends to 1 as $\omega\to0$, and the tether can be ignored.

With $\mathcal T=1$, each mode of frequency $\omega$ carries its full heat and the conductance is
$$G_0=\frac{\pi^2k_B^2T}{3h},$$
a result derived below. On this argument $G$ is linear in $T$ with or without the tether, and at 0.3 K it is 0.284 pW/K.

## Where it fails

The formula for $G_0$ is right for the free chain. The fault is the claim that $\mathcal T\to1$ with the tether present. The stiffness $k_0$ was compared with $k$, but a chain spring responds to the difference between neighbouring displacements, and in a long wave that difference is small.

Let $q$ be the phase advance per site. For small $q$, neighbours differ by about $qu$, so the force passed along the chain is about $kqu$. It vanishes as $q\to0$. The tether responds to the displacement itself, with force $k_0u$, however long the wave is. At low enough frequency the tether is the stronger of the two, whatever the value of $k_0$.

A different defect shows when the tempting argument does hold. Suppose mass 0 is heavier by $\Delta m$ and has no tether. Its equation of motion then contains an extra inertial term $\Delta m\,\omega^2u_0$, which acts as a tether of stiffness $-\Delta m\,\omega^2$. This vanishes faster than the chain force, so long waves do pass. What matters is how the strength of the defect varies with frequency, not that it sits on one atom.

## Correct solution

### Transmission

Take the time dependence $e^{-i\omega t}$. The equation of motion is
$$m\omega^2u_n=k(2u_n-u_{n-1}-u_{n+1})+k_0\delta_{n0}u_0 .$$
Away from mass 0, inserting $u_n=e^{iqn}$ gives
$$m\omega^2=2k(1-\cos q)=4k\sin^2\frac q2,\qquad \omega=\omega_m\sin\frac q2,\qquad \omega_m=2\sqrt{k/m},$$
with $0<q<\pi$ for a wave moving to the right.

Send in a wave of unit amplitude from the left:
$$u_n=e^{iqn}+re^{-iqn}\quad(n\le0),\qquad u_n=te^{iqn}\quad(n\ge0).$$
Both forms must give the same $u_0$, so $1+r=t$. The left neighbour of mass 0 then has
$$u_{-1}=e^{-iq}+(t-1)e^{iq}=te^{iq}-2i\sin q,$$
and the right neighbour has $u_1=te^{iq}$. The equation for mass 0 becomes
$$m\omega^2t=(2k+k_0)t-2kte^{iq}+2ik\sin q .$$
Replace the left side by $(2k-2k\cos q)t$ and collect terms:
$$0=t\,(k_0+2k\cos q-2ke^{iq})+2ik\sin q=t\,(k_0-i\Gamma)+i\Gamma,\qquad \Gamma=2k\sin q .$$
Hence
$$t=\frac{i\Gamma}{i\Gamma-k_0},\qquad \mathcal T=|t|^2=\frac{\Gamma^2}{\Gamma^2+k_0^2}.$$
The two leads are identical, so the ratio of energy fluxes is $|t|^2$ with no further factor.

The Green function gives the same result. Drive mass 0 with a force $F$ and let waves leave on both sides, so that $u_{\pm1}=e^{iq}u_0$. Define $G_{00}=-u_0/F$. The equation of motion yields
$$G_{00}=\frac1{m\omega^2-2k-k_0-2\Sigma},\qquad \Sigma=-ke^{iq},$$
where $\Sigma$ is the self-energy of one lead. Since $m\omega^2-2k=-2k\cos q$, the denominator is $i\Gamma-k_0$, with $\Gamma=-2\,\mathrm{Im}\,\Sigma$. Thus $t=i\Gamma G_{00}$ and $\mathcal T=\Gamma^2|G_{00}|^2$.

To express $\Gamma$ through $\omega$, write $\sin q=2\sin(q/2)\cos(q/2)$:
$$\Gamma=4k\frac{\omega}{\omega_m}\sqrt{1-\frac{\omega^2}{\omega_m^2}}=2Z\omega\sqrt{1-\frac{\omega^2}{\omega_m^2}},\qquad Z=\sqrt{km}.$$
At low frequency each lead acts on mass 0 as a dashpot with drag coefficient $Z$, and the two together give the force $2Z\omega u_0$. It equals the tether force at
$$\omega_c=\frac{k_0}{2Z}.$$
With this definition,
$$\mathcal T=\frac{y}{1+y},\qquad y=\frac{\omega^2}{\omega_c^2}\left(1-\frac{\omega^2}{\omega_m^2}\right),$$
and $\mathcal T\to(\omega/\omega_c)^2$ as $\omega\to0$. The tethered atom reflects the longest waves.

### Conductance

The forces are harmonic, so each frequency is transmitted independently. Right-moving modes have density $dq/2\pi$ per site and move at $d\omega/dq$ sites per unit time. Their product is $d\omega/2\pi$, and the net heat current is
$$J=\int_0^{\omega_m}\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n(T+dT)-n(T)],\qquad n=\frac1{e^x-1},\quad x=\frac{\hbar\omega}{k_BT}.$$
Since $\partial x/\partial T=-x/T$,
$$\frac{\partial n}{\partial T}=\frac xT\,\frac{e^x}{(e^x-1)^2}.$$
Also $\hbar\omega\,d\omega/2\pi=k_B^2T^2x\,dx/h$. Therefore
$$G=\frac{k_B^2T}{h}\int_0^{\hbar\omega_m/k_BT}\mathcal T\,\frac{x^2e^x}{(e^x-1)^2}\,dx .$$

The integrals needed follow from $e^x/(e^x-1)^2=\sum_{j\ge1}je^{-jx}$:
$$\int_0^\infty\frac{x^pe^x}{(e^x-1)^2}dx=\sum_{j\ge1}j\,\frac{p!}{j^{p+1}}=p!\,\zeta(p).$$
For $p=2,4,6$ they are $\pi^2/3$, $4\pi^4/15$ and $16\pi^6/21$.

Without the tether, $\mathcal T=1$. When $k_BT\ll\hbar\omega_m$ the upper limit can be taken to infinity, and $G=G_0$.

With the tether, insert $\mathcal T\simeq(\omega/\omega_c)^2=(T/T_c)^2x^2$, where $T_c=\hbar\omega_c/k_B$. Two more powers of $x$ enter the integral and two more powers of $T$ stand in front:
$$G_3=\frac{4\pi^4}{15}\,\frac{k_B^2T}{h}\left(\frac T{T_c}\right)^2,\qquad \frac{G_3}{G_0}=\frac{4\pi^2}{5}\left(\frac T{T_c}\right)^2 .$$
The conductance is cubic in $T$.

### How good the cubic law is

For $y\ge0$, $y-y^2\le y/(1+y)\le y$. Inside the band $y\le(\omega/\omega_c)^2$, so
$$\frac{\omega^2}{\omega_c^2}\left[1-\omega^2\left(\frac1{\omega_c^2}+\frac1{\omega_m^2}\right)\right]\le\mathcal T\le\frac{\omega^2}{\omega_c^2}.$$
Integrate both sides with the thermal weight and extend the integrals to infinity. On the right this adds a positive amount. On the left the bracket is negative for $\omega>\omega_m$, so the extension lowers the integral. Both inequalities survive. The ratio of the $p=6$ and $p=4$ integrals is $20\pi^2/7$, and
$$G_3\left[1-\frac{20\pi^2}{7}\left(\frac{k_BT}{\hbar}\right)^2\left(\frac1{\omega_c^2}+\frac1{\omega_m^2}\right)\right]\le G\le G_3 .$$
The cubic law is thus an upper bound at every temperature. It becomes accurate when $T$ is far below both $T_c$ and $\hbar\omega_m/k_B$. This happens for any $k_0>0$, though a weaker tether requires a lower temperature.

### The linear window above it

Since $\omega_c/\omega_m=k_0/4k$, a weak tether leaves a wide range $T_c\ll T\ll\hbar\omega_m/k_B$. There most thermal waves lie above $\omega_c$ and pass. The loss comes from frequencies near $\omega_c$, where $x\ll1$, the thermal weight $x^2e^x/(e^x-1)^2$ is close to 1 and the band factor in $y$ is also close to 1:
$$G_0-G\simeq\frac{k_B}{2\pi}\int_0^\infty\frac{\omega_c^2}{\omega^2+\omega_c^2}\,d\omega=\frac{k_B\omega_c}{4}.$$
Relative to $G_0=\pi k_B^2T/6\hbar$, the loss is $3T_c/(2\pi T)$. On cooling, the tethered chain therefore passes from a nearly linear law to a cubic one. Setting $G_3=G_0$ places the change near $T=(\sqrt5/2\pi)T_c=0.36\,T_c$. If $k_0$ is comparable with $4k$, the linear window is absent and the cubic limit remains.

## Numbers

The mass is $2.325\times10^{-26}$ kg, so
$$Z=\sqrt{400\times2.325\times10^{-26}}=3.049\times10^{-12}\ \text{kg/s},$$
$$\omega_c=\frac{10}{2\times3.049\times10^{-12}}=1.640\times10^{12}\ \text{rad/s},\qquad T_c=12.5\ \text{K}.$$
The top of the band corresponds to 2004 K. The two laws cross at 4.5 K.

At 0.3 K,
$$\frac{G_3}{G_0}=\frac{4\pi^2}5\left(\frac{0.3}{12.52}\right)^2=0.00453,\qquad G_3=0.00453\times0.284=0.00129\ \text{pW/K}.$$
The lower bound allows $G$ to fall at most 1.6% below $G_3$. Numerical integration with the full $\mathcal T$ gives $G=0.00127$ pW/K. The tempting answer was too large by a factor of 224.

The table comes from the same integration. The exponent is $d\ln G/d\ln T$.

| $T$ (K) | $G$ (pW/K) | $G/G_0$ | exponent |
|---|---|---|---|
| 0.1 | 0.0000476 | 0.0005 | 3.00 |
| 0.3 | 0.00127 | 0.0045 | 2.97 |
| 1 | 0.0411 | 0.043 | 2.75 |
| 3 | 0.626 | 0.22 | 2.16 |
| 10 | 5.49 | 0.58 | 1.50 |
| 30 | 23.4 | 0.82 | 1.19 |
| 100 | 89.2 | 0.94 | 1.06 |

The change is gradual: the exponent is 2 at 3.9 K, and two decades of temperature separate 2.97 from 1.19. At 100 K the window formula gives $G/G_0=1-3\times12.5/(2\pi\times100)=0.940$, against 0.942 from the integral.

The frequency scale explains why a soft spring has so large an effect. In the cubic regime the heat per unit frequency follows $x^4e^x/(e^x-1)^2$, which peaks at $x=3.83$. At 0.3 K this is $\omega=1.50\times10^{11}$ rad/s, where $2Z\omega=0.92$ N/m. The tether, at 10 N/m, is 11 times stiffer than the response of the two leads.

For comparison, remove the tether and double mass 0. At 10 K the same integration gives $G/G_0=0.9998$, whereas the tethered chain has 0.58.

## Beside a real chain

The spring constants are rough, and $k_0$ was chosen between a van der Waals contact and a covalent bond. A real polyethylene chain also twists and moves sideways, and the cubic law derived here concerns longitudinal motion alone. The twist can matter greatly: if the contact does not hold it, that channel can carry a full $G_0$, which at 0.3 K is 224 times the tethered longitudinal conductance, and the total is linear again. For sideways motion, take a stretched chain without bending stiffness and a contact that is equally stiff in those directions. At 1% stretch the tension divided by the spacing gives a transverse spring of $0.01k=4$ N/m. Since $G_3\propto1/\omega_c^2\propto km/k_0^2$, each transverse channel then adds about 1%. This figure is very sensitive to bending stiffness, and not monotonically. Add to the chain a bending energy proportional to the square of the second difference of the displacements. At 0.3 K the share first drops almost to zero near a bending rigidity of $5$ to $7\times10^{-30}$ N m$^2$. At $5\times10^{-30}$ N m$^2$ it is 0.03% for the discrete chain but 0.0006% for a continuous beam, so values in this dip depend on the model. It then rises, to 11% at $10^{-28}$ N m$^2$ and 42% at $3\times10^{-28}$ N m$^2$, in either model. In an unstretched chain bending stiffness changes the power law. A point contact holds the displacement but not the slope, and bending passes the slope on to the other side. A beam pinned at one point transmits half the energy of a long bending wave, so at low temperature each bending channel carries about $G_0/2$. The total is then linear in $T$ even if the contact holds the twist.

The substrate also yields. In an unbounded elastic medium with one displacement component, density $\rho$ and wave speed $c$, a point force $F$ produces the displacement $Fe^{i\omega r/c}/(4\pi\rho c^2r)$. Its imaginary part at $r\to0$ is $F\omega/(4\pi\rho c^3)$, and a free surface doubles it. The tether applies $F=k_0u_0$ and returns the surface motion to mass 0 multiplied by $k_0$, which amounts to a drag coefficient
$$\gamma=\frac{k_0^2}{2\pi\rho c^3}.$$
With rough values for silica glass, $\rho=2200$ kg/m$^3$ and $c=3.7$ km/s, $\gamma=1.4\times10^{-13}$ kg/s. The right lead drains energy from mass 0 with coefficient $Z$, so a cold substrate takes $\gamma/Z$, about 5%, of the heat that passes on. The neglect of the true elastic polarizations makes this good to a factor of a few.

The substrate also yields statically, which softens the tether. At $r=0.2$ nm, roughly the size of the contact, the static surface displacement $F/(2\pi\rho c^2r)$ corresponds to a spring of 38 N/m. In series with a contact of 10 N/m this leaves 7.9 N/m, and since $G_3\propto1/k_0^2$ the conductance rises by a factor of about 1.6. The drag $\gamma\propto k_0^2$ falls by the same factor, which lowers the substrate's share from 5% to 3%. These figures depend on the assumed contact. A rigid circular contact of radius $a$ sheared on an elastic half-space has stiffness $8\rho c^2a/(2-\nu)$, with Poisson ratio $\nu\approx0.18$ for silica. This is 26 N/m at $a=0.2$ nm and 13 N/m at $a=0.1$ nm, which raises the conductance by factors of 1.9 and 3.0 and lowers the share to 2.5% and 1.5%. The value of $k_0$ should therefore be read as the stiffness of contact and substrate together.

Finally, no wave may return from the far ends of the leads. With spacing 0.127 nm the sound speed is 16.7 km/s, and the wave at the peak for 0.3 K has a wavelength of 0.7 µm, or about 5500 groups. Length alone does not prevent reflections. Unless the ends absorb such waves, or the waves die out on the way, reflections can alter the conductance, and the formula for infinite leads no longer applies.

Numerical values quoted here were computed with a short program.
